# Why the modified Becke-Johnson potential gives gaps but no relaxation energy: a numerical check

```python
"""Result under test: the modified Becke-Johnson (mBJ) exchange potential
    v = c*v_BR + (3c-2)*K*sqrt(tau/rho),   K = sqrt(5/12)/pi,
is not a functional derivative: its line integral depends on the path, and
the forces on the nuclei of an isolated molecule do not sum to zero.
rho: density of one spin; tau: sum of |grad psi|^2 for one spin;
v_BR: Becke-Roussel potential with gamma = 0.8; c: fixed mixing number.
Model densities: rho proportional to exp(-p r - s r^2), one electron per spin.
Hartree atomic units are used inside the program.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
K = np.sqrt(5 / 12) / np.pi
GAMMA = 0.8


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# ---------- Becke-Roussel potential ----------
def hole_function(x):
    return (1 - 2 / x) * np.exp(2 * x / 3)


X_TABLE = np.geomspace(1e-6, 400, 20000)
S_TABLE = np.arcsinh(hole_function(X_TABLE))


def becke_roussel(rho, laplacian, excess):
    """excess = tau - |grad rho|^2/(4 rho)"""
    q = (laplacian - 2 * GAMMA * excess) / 6
    target = np.arcsinh(q / (2 / 3 * np.pi ** (2 / 3) * rho ** (5 / 3)))
    x = np.interp(target, S_TABLE, X_TABLE)
    for _ in range(3):  # Newton refinement of the tabulated root
        f = hole_function(x)
        slope = 2 / 3 * np.exp(2 * x / 3) * (1 - 2 / x + 3 / x**2)
        x = x - (np.arcsinh(f) - target) * np.sqrt(1 + f * f) / slope
    b = x * np.exp(-x / 3) / (8 * np.pi * rho) ** (1 / 3)
    return -(-np.expm1(-x) - 0.5 * x * np.exp(-x)) / b


# hydrogenic density: the exact Slater potential is known from electrostatics
rt = np.linspace(0.1, 8, 50)
rho_h = np.exp(-2 * rt) / np.pi
slater_h = -(1 - (1 + rt) * np.exp(-2 * rt)) / rt
br_h = becke_roussel(rho_h, rho_h * (4 - 4 / rt), 0 * rt)
assert np.max(abs(br_h - slater_h)) < 1e-8
# uniform gas with Fermi wave number 1: exchange potential is -1/pi
rho_u = np.array([1 / (6 * np.pi**2)])
br_u = becke_roussel(rho_u, 0 * rho_u, 0.6 * rho_u)[0]
for c in (1.0, 1.4):
    uniform = c * br_u + (3 * c - 2) * K * np.sqrt(0.6)
    assert abs(uniform * np.pi + 1) < 0.005

# ---------- line integrals for the model densities ----------
t_rad, w_rad = gauss(300, 0, 1)
r = 45 * t_rad**2
shell = 4 * np.pi * r**2 * 90 * t_rad * w_rad


def model_density(p, s):
    e = np.exp(-np.minimum(p * r + s * r * r, 90))
    return e / np.sum(shell * e)


def model_potential(kind, p, s):
    rho = model_density(p, s)
    decay = p + 2 * s * r
    if kind == "lda":
        return -(6 * rho / np.pi) ** (1 / 3)
    if kind == "kinetic":
        grad_psi = -0.5 * decay * np.sqrt(rho)
        return K * np.sqrt(grad_psi**2 / rho)
    laplacian = rho * (decay**2 - 2 * s - 2 * decay / r)
    return becke_roussel(rho, laplacian, 0 * rho)


def work(kind, corners):
    total, d = 0.0, 1e-4
    for a, b in zip(corners[:-1], corners[1:]):
        a, b = np.array(a), np.array(b)
        for t, w in zip(*gauss(40, 0, 1)):
            change = (model_density(*(a + (t + d) * (b - a)))
                      - model_density(*(a + (t - d) * (b - a)))) / (2 * d)
            v = model_potential(kind, *(a + t * (b - a)))
            total += 2 * w * np.sum(shell * v * change)  # two spins
    return total


START, END = (2.0, 0.0), (1.0, 0.5)
path_a = [START, (END[0], START[1]), END]
path_b = [START, (START[0], END[1]), END]
works = {k: (work(k, path_a), work(k, path_b))
         for k in ("lda", "kinetic", "br")}
gap = {k: v[1] - v[0] for k, v in works.items()}


def lda_exchange_energy(p, s):
    rho = model_density(p, s)
    return -1.5 * (6 / np.pi) ** (1 / 3) * np.sum(shell * rho ** (4 / 3))


lda_difference = lda_exchange_energy(*END) - lda_exchange_energy(*START)
assert abs(works["lda"][0] - lda_difference) < 1e-5
assert abs(works["lda"][1] - lda_difference) < 1e-5

variance_area = 0.0
for p, wp in zip(*gauss(24, END[0], START[0])):
    for s, ws in zip(*gauss(40, START[1], END[1])):
        rho = model_density(p, s)
        mean = np.sum(shell * rho * r)
        variance_area += wp * ws * np.sum(shell * rho * (r - mean) ** 2)
kinetic_formula = 2 * K * variance_area
assert abs(gap["kinetic"] - kinetic_formula) < 1e-5
C_VALUES = (1.0, 1.2, 1.4)
full_gap = {c: c * gap["br"] + (3 * c - 2) * gap["kinetic"]
            for c in C_VALUES}
assert max(abs(g) for g in full_gap.values()) > 1e-3

# ---------- BH molecule: fixed Gaussian basis, axial functions only ----------
BOND = 2.3


def even_tempered(n_s, n_p, n_d):
    return [[l, [0.06 * 3.0**k, 1.0]]
            for l, n in enumerate((n_s, n_p, n_d)) for k in range(n)]


mol = gto.M(atom=[["B", (0, 0, -BOND / 2)], ["H", (0, 0, BOND / 2)]],
            basis={"B": even_tempered(11, 11, 5),
                   "H": even_tempered(6, 6, 3)}, unit="Bohr", verbose=0)
axial = np.array([i for i, lab in enumerate(mol.ao_labels(fmt=None))
                  if lab[3] in ("", "z", "z^2")])
nb = len(axial)
assert nb == 42
block = np.ix_(axial, axial)
S = mol.intor("int1e_ovlp")[block]
H_CORE = (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[block]
row, col = np.tril_indices(nb)
pair = axial[row] * (axial[row] + 1) // 2 + axial[col]
high = np.maximum(pair[:, None], pair[None, :])
low = np.minimum(pair[:, None], pair[None, :])
packed = mol.intor("int2e", aosym="s8")
ERI = packed[high * (high + 1) // 2 + low]
del packed, high, low


def attraction_slope(atom):
    """Derivative of the nuclear attraction with the z of one nucleus."""
    with mol.with_rinv_origin(mol.atom_coord(atom)):
        g = mol.intor("int1e_iprinv", comp=3)[2]
    return -mol.atom_charge(atom) * (g + g.T)[block]


SLOPE_B, SLOPE_H = attraction_slope(0), attraction_slope(1)
shifted = []
for d in (1e-4, -1e-4):
    with mol.with_rinv_origin(mol.atom_coord(1) + np.array([0, 0, d])):
        shifted.append(-mol.intor("int1e_rinv")[block])
assert np.max(abs((shifted[0] - shifted[1]) / 2e-4 - SLOPE_H)) < 1e-5


def make_grid(n_mu, n_nu):
    """Prolate spheroidal grid in the half plane y = 0, x > 0."""
    half = BOND / 2
    mu, wm = gauss(n_mu, 0, np.arccosh(20 / half))
    nu, wn = gauss(n_nu, 0, np.pi)
    m, n = (a.ravel() for a in np.meshgrid(mu, nu, indexing="ij"))
    weight = (2 * np.pi * half**3 * np.outer(wm, wn).ravel()
              * (np.sinh(m)**2 + np.sin(n)**2) * np.sinh(m) * np.sin(n))
    xyz = np.column_stack([half * np.sinh(m) * np.sin(n), 0 * m,
                           half * np.cosh(m) * np.cos(n)])
    ao = mol.eval_gto("GTOval_sph_deriv2", xyz)[:, :, axial]
    parts = [ao[0], ao[1], ao[3], ao[4] + ao[7] + ao[9]]
    return weight, [np.ascontiguousarray(a) for a in parts]


GRID = make_grid(120, 100)
S_grid = GRID[1][0].T @ (GRID[0][:, None] * GRID[1][0])
assert np.max(abs(S_grid - S)) < 1e-5


def fields(orbitals, c, grid=GRID):
    """Total density, its z slope, xc potential, LDA xc energy density.
    c = None selects LDA exchange; correlation is LDA in all cases."""
    psi, gx, gz, lap_psi = (a @ orbitals for a in grid[1])
    rho = np.sum(psi**2, axis=1)
    dx, dz = 2 * np.sum(psi * gx, axis=1), 2 * np.sum(psi * gz, axis=1)
    tau = np.sum(gx**2 + gz**2, axis=1)
    n = 2 * rho
    ec, vc = dft.libxc.eval_xc(",lda_c_pw", n, spin=0, deriv=1)[:2]
    ec, vc = np.ravel(ec), np.ravel(vc[0])
    energy = -0.75 * (3 / np.pi) ** (1 / 3) * n ** (4 / 3) + n * ec
    if c is None:
        vx = -(3 * n / np.pi) ** (1 / 3)
    else:
        laplacian = 2 * tau + 2 * np.sum(psi * lap_psi, axis=1)
        excess = tau - (dx**2 + dz**2) / (4 * rho)
        vx = (c * becke_roussel(rho, laplacian, excess)
              + (3 * c - 2) * K * np.sqrt(tau / rho))
    return n, 2 * dz, vx + vc, energy


def hartree(D):
    J = np.zeros((nb, nb))
    J[row, col] = ERI @ (D[row, col] * np.where(row == col, 1.0, 2.0))
    return J + np.tril(J, -1).T


s_val, s_vec = np.linalg.eigh(S)
keep = s_val > 1e-7
X = s_vec[:, keep] / np.sqrt(s_val[keep])


def solve(core, c, orbitals):
    focks, errors = [], []
    for _ in range(150):
        D = 2 * orbitals @ orbitals.T
        v = fields(orbitals, c)[2]
        ao = GRID[1][0]
        F = core + hartree(D) + ao.T @ ((GRID[0] * v)[:, None] * ao)
        err = X.T @ (F @ D @ S - S @ D @ F) @ X
        size = np.max(abs(err))
        if size < 1e-8:
            break
        focks, errors = (focks + [F])[-8:], (errors + [err])[-8:]
        m = len(focks)
        A = np.ones((m + 1, m + 1))
        A[m, m] = 0
        A[:m, :m] = [[np.sum(a * b) for b in errors] for a in errors]
        scale = max(np.max(abs(A[:m, :m])), 1e-300)
        A[:m, :m] /= scale
        rhs = np.zeros(m + 1)
        rhs[m] = 1
        mix = np.linalg.lstsq(A, rhs, rcond=1e-14)[0][:m]
        F = sum(k * f for k, f in zip(mix, focks))
        orbitals = X @ np.linalg.eigh(X.T @ F @ X)[1][:, :3]
    assert size < 1e-6, "self-consistency not reached"
    return orbitals


def lda_energy(orbitals, core):
    D = 2 * orbitals @ orbitals.T
    return (np.sum(D * core) + 0.5 * np.sum(D * hartree(D))
            + np.sum(GRID[0] * fields(orbitals, None)[3]))


def nuclear_forces(orbitals):
    D = 2 * orbitals @ orbitals.T
    repulsion = mol.atom_charge(0) * mol.atom_charge(1) / BOND**2
    return (-np.sum(D * SLOPE_B) - repulsion,
            -np.sum(D * SLOPE_H) + repulsion)


def net_force_integral(orbitals, c, grid=GRID):
    _, dz, v, _ = fields(orbitals, c, grid)
    return np.sum(grid[0] * v * dz)


guess = np.asarray(scf.hf.init_guess_by_minao(mol))[block]
start = eigh(S @ guess @ S, S)[1][:, -3:]
states = {None: solve(H_CORE, None, start)}
for c in C_VALUES:
    states[c] = solve(H_CORE, c, states[None])
atom_forces = {c: nuclear_forces(o) for c, o in states.items()}
integral = {c: net_force_integral(o, c) for c, o in states.items()}
assert abs(integral[None]) < 1e-5
residual = sum(atom_forces[None])
for c in C_VALUES:
    assert abs(integral[c]) > 1e-4
    # tolerance: incomplete basis in the forces on the nuclei
    assert abs(sum(atom_forces[c]) - residual - integral[c]) < 3e-3
fine_grid = make_grid(150, 130)
grid_error = abs(net_force_integral(states[1.2], 1.2, fine_grid)
                 - integral[1.2])
assert grid_error < 1e-4

# ---------- LDA energy on the orbitals of each potential ----------
STEP = 0.002
energy_force, mismatch = {}, {}
for c in (None, 1.2):
    e, n, v_mean = [], [], 0
    for sign in (1, -1):
        core = H_CORE + sign * STEP * SLOPE_H
        orb = solve(core, c, states[c])
        e.append(lda_energy(orb, core))
        n.append(fields(orb, c)[0])
    slope = (e[0] - e[1]) / (2 * STEP)
    dn = (n[0] - n[1]) / (2 * STEP)
    dv = fields(states[c], None)[2] - fields(states[c], c)[2]
    mismatch[c] = np.sum(GRID[0] * dv * dn)
    D = 2 * states[c] @ states[c].T
    assert abs(slope - np.sum(D * SLOPE_H) - mismatch[c]) < 3e-5
    energy_force[c] = (-slope + mol.atom_charge(0) * mol.atom_charge(1)
                       / BOND**2)

# ---------- output ----------
print(f"K = {K:.6f}")
print(f"Model path start (p, s) = {START} (1/bohr, 1/bohr^2)")
print(f"Model path end   (p, s) = {END} (1/bohr, 1/bohr^2)")
print("Path A changes p first, path B changes s first")
for k, name in (("lda", "LDA exchange"), ("kinetic", "kinetic term"),
                ("br", "Becke-Roussel")):
    print(f"{name}: W_A = {works[k][0]:.6f}, W_B = {works[k][1]:.6f},"
          f" W_B-W_A = {gap[k]:.6f} hartree")
print(f"LDA exchange energy difference = {lda_difference:.6f} hartree")
print(f"Area integral of Var(r) = {variance_area:.6f} 1/bohr")
print(f"Kinetic term, 2K times area integral = {kinetic_formula:.6f} hartree")
for c in C_VALUES:
    print(f"Full mBJ, c = {c}: W_B-W_A = {full_gap[c]:.6f} hartree"
          f" = {full_gap[c] * HARTREE_EV:.3f} eV")
print(f"BH separation = {BOND} bohr, axial basis functions = {nb}")
print("Forces along z, positive from B towards H, in hartree/bohr:")
for c, o in states.items():
    name = "LDA" if c is None else f"mBJ c={c}"
    fb, fh = atom_forces[c]
    print(f"{name}: F_B = {fb:.5f}, F_H = {fh:.5f}, sum = {fb + fh:.5f}")
    print(f"{name}: net force from density integral = {integral[c]:.6f}")
for c in C_VALUES:
    print(f"mBJ c={c}: sum minus LDA sum ="
          f" {sum(atom_forces[c]) - residual:.5f} hartree/bohr")
print(f"Grid change of net force, c=1.2: {grid_error:.1e} hartree/bohr")
print(f"Net force, c=1.2 = "
      f"{integral[1.2] * HARTREE_EV / BOHR_ANGSTROM:.4f} eV/angstrom")
for c in C_VALUES:
    loop = -2 * integral[c]
    print(f"Closed-loop work, shift 1 bohr, c={c}: {loop:.5f} hartree"
          f" = {loop * HARTREE_EV:.3f} eV")
for c in (None, 1.2):
    name = "LDA" if c is None else f"mBJ c={c}"
    print(f"{name} orbitals: minus LDA-energy slope for H ="
          f" {energy_force[c]:.5f} hartree/bohr")
    print(f"{name} orbitals: slope excess from potential difference ="
          f" {mismatch[c]:.5f} hartree/bohr")
print("verified")
```

Output:

```
K = 0.205468
Model path start (p, s) = (2.0, 0.0) (1/bohr, 1/bohr^2)
Model path end   (p, s) = (1.0, 0.5) (1/bohr, 1/bohr^2)
Path A changes p first, path B changes s first
LDA exchange: W_A = -0.102308, W_B = -0.102308, W_B-W_A = 0.000000 hartree
kinetic term: W_A = -0.094487, W_B = 0.014228, W_B-W_A = 0.108715 hartree
Becke-Roussel: W_A = -0.060618, W_B = -0.134148, W_B-W_A = -0.073530 hartree
LDA exchange energy difference = -0.102308 hartree
Area integral of Var(r) = 0.264554 1/bohr
Kinetic term, 2K times area integral = 0.108715 hartree
Full mBJ, c = 1.0: W_B-W_A = 0.035185 hartree = 0.957 eV
Full mBJ, c = 1.2: W_B-W_A = 0.085708 hartree = 2.332 eV
Full mBJ, c = 1.4: W_B-W_A = 0.136231 hartree = 3.707 eV
BH separation = 2.3 bohr, axial basis functions = 42
Forces along z, positive from B towards H, in hartree/bohr:
LDA: F_B = -0.01529, F_H = 0.01480, sum = -0.00049
LDA: net force from density integral = 0.000000
mBJ c=1.0: F_B = 0.00096, F_H = -0.01882, sum = -0.01786
mBJ c=1.0: net force from density integral = -0.017425
mBJ c=1.2: F_B = 0.00136, F_H = -0.06598, sum = -0.06462
mBJ c=1.2: net force from density integral = -0.064341
mBJ c=1.4: F_B = -0.00523, F_H = -0.12334, sum = -0.12857
mBJ c=1.4: net force from density integral = -0.129114
mBJ c=1.0: sum minus LDA sum = -0.01737 hartree/bohr
mBJ c=1.2: sum minus LDA sum = -0.06413 hartree/bohr
mBJ c=1.4: sum minus LDA sum = -0.12808 hartree/bohr
Grid change of net force, c=1.2: 3.1e-07 hartree/bohr
Net force, c=1.2 = -3.3086 eV/angstrom
Closed-loop work, shift 1 bohr, c=1.0: 0.03485 hartree = 0.948 eV
Closed-loop work, shift 1 bohr, c=1.2: 0.12868 hartree = 3.502 eV
Closed-loop work, shift 1 bohr, c=1.4: 0.25823 hartree = 7.027 eV
LDA orbitals: minus LDA-energy slope for H = 0.01480 hartree/bohr
LDA orbitals: slope excess from potential difference = 0.00000 hartree/bohr
mBJ c=1.2 orbitals: minus LDA-energy slope for H = 0.01535 hartree/bohr
mBJ c=1.2 orbitals: slope excess from potential difference = -0.08134 hartree/bohr
verified
```
